# The Doniach-Sunjic lineshape from sudden core-hole creation in a metal, part 1

(Sections cited here and not found follow in the second part.)

An X-ray photon ejects an electron from a core level of one atom in a metal. The positive hole left behind attracts the conduction electrons, which had no time to prepare for it. Some of the photon energy stays in the metal as electron-hole pairs, and the photoelectron arrives with that much less kinetic energy. The problem is to find the resulting shape of the core-level line, and what it implies for measured intensities.

The hole is taken as fixed in space and without internal structure. The conduction electrons form a Fermi liquid whose low-energy quasiparticles feel the hole as a static, screened, spherical potential. The density of states is smooth near the Fermi level, and no bound state is split off from the band. Until the worked example $\hbar=1$, so energies and angular frequencies share one unit.

## First half: from the sudden hole to its time-domain amplitude

### (a) How is the spectrum related to an amplitude in time?

Let $H_0$ be the conduction-electron Hamiltonian with the core level filled, $|0\rangle$ its ground state and $E_0$ its energy. With the hole present the Hamiltonian is $H=H_0+V$, with eigenstates $|f\rangle$ and energies $E_f$. Express the line as a Fourier integral.

**Solution.** In the sudden approximation the photoelectron leaves without further interaction, and its matrix element is constant across the narrow line. The metal is still in $|0\rangle$ just after the hole appears, so the golden rule gives each final state the weight $|\langle f|0\rangle|^2$.

Let $E_{\min}$ be the lowest of the $E_f$. The final state with that energy contains no pairs and defines the threshold binding energy. Let $\varepsilon$ be the binding energy in excess of this threshold. Kinetic energy falls as $\varepsilon$ rises. Energy conservation then gives

$$A(\varepsilon)=\sum_f|\langle f|0\rangle|^2\,\delta\big(\varepsilon-(E_f-E_{\min})\big).$$

Its integral is $\sum_f|\langle f|0\rangle|^2=1$: screening redistributes the intensity without changing its total. Now insert $\delta(x)=\frac{1}{2\pi}\int dt\,e^{ixt}$:

$$A(\varepsilon)=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{i\varepsilon t}g(t),\qquad g(t)=\sum_f|\langle f|0\rangle|^2e^{-i(E_f-E_{\min})t}.$$

The sum over $f$ is an expectation value,

$$g(t)=\langle0|e^{-i(H-E_{\min})t}|0\rangle=e^{i(E_{\min}-E_0)t}\langle0|e^{iH_0t}e^{-iHt}|0\rangle .$$

Thus $g(t)$ measures how much of the undisturbed metal survives after a time $t$ under the hole potential, with the threshold phase removed. Because $g(-t)=g(t)^*$, the two halves of the integral are complex conjugates, and

$$A(\varepsilon)=\frac1\pi\,\mathrm{Re}\int_0^\infty dt\,e^{i\varepsilon t}g(t).$$

### (b) What does the hole do to the levels near the Fermi energy?

Consider one channel, that is, one spin and one angular-momentum state, with phase shift $\delta$ at the Fermi level. Enclose the metal in a sphere of radius $R$. Find the level shift, and a one-dimensional model that reproduces it.

**Solution.** Far from the hole the radial function is $\sin(kx+\delta)$, where $x$ is the radius and a constant phase that depends on the angular momentum has been dropped. It vanishes at $x=R$, so

$$kR+\delta=n\pi,\qquad k_n=\frac{n\pi-\delta}{R}.$$

With Fermi velocity $v$, energies near the Fermi level are linear in $k$. The spacing is $\Delta=\pi v/R$ and the shift is $-v\delta/R$. In units of the spacing the shift is

$$s=-\frac{\delta}{\pi}.$$

An attractive potential has $\delta>0$ and lowers the levels.

The standing wave consists of an incoming and an outgoing wave. Laying the incoming part on the negative axis unfolds them into one wave that travels in one direction around a ring of length $L=2R$. The spacing is then $2\pi v/L=\pi v/R$, as before. On the ring, put a smooth potential $V(x)$:

$$\Big(-iv\frac{d}{dx}+V(x)\Big)\psi=E\psi,\qquad \psi(x)=\exp\Big[\frac iv\Big(Ex-\int_0^xV\,dx'\Big)\Big].$$

Periodicity requires $EL-\int V\,dx=2\pi nv$, or $E=n\Delta+\frac1L\int V\,dx$. All levels shift equally, whatever the form of $V$. We choose $\frac1L\int V\,dx=s\Delta$, which matches the real channel.

The form of $V(x)$ still sets how large an energy it can transfer. A Lorentzian potential, repeated around the ring, has exponential Fourier coefficients, so

$$V_{nm}=s\Delta\,r^{|n-m|/2},\qquad r=e^{-\Delta/\xi}.$$

The energy $\xi$ is the pair cutoff. In a real metal it stands for the finite band and the finite range of the potential, and its exponential form is a model choice. The replacement of the real channel by this one rests on the low-energy response depending on the potential through $\delta$ alone. Part (e) examines that on a lattice.

### (c) Why do the electron-hole pairs behave as oscillators?

Let $c_n^\dagger$ create an electron in the unshifted level $(n-\tfrac12)\Delta$, with $n\le0$ filled in $|0\rangle$. Define, for $p>0$,

$$B_p=\sum_nc_n^\dagger c_{n+p},$$

which moves one electron down by $p$ levels. Find the commutators and rewrite $H$.

**Solution.** For fermions,

$$[c_a^\dagger c_b,c_c^\dagger c_d]=\delta_{bc}c_a^\dagger c_d-\delta_{ad}c_c^\dagger c_b .$$

Applied to $B_p$ and $B_q^\dagger=\sum_mc_{m+q}^\dagger c_m$, this gives

$$[B_p,B_q^\dagger]=\sum_n\big(c_n^\dagger c_{n+p-q}-c_{n+q}^\dagger c_{n+p}\big).$$

For $p\neq q$, relabelling $n+q\to n$ in the second term makes it equal to the first, and the sum vanishes. For $p=q$ the two terms are sums of occupation numbers $N_n$, each infinite because the filled sea is deep, so they may not be relabelled separately. Cut the sum at $n=\pm M$, with $M$ so large that levels near $-M$ are full and those near $M$ are empty. It telescopes:

$$\sum_{n=-M}^{M}(N_n-N_{n+p})=\sum_{n=-M}^{-M+p-1}N_n-\sum_{n=M+1}^{M+p}N_n=p-0=p .$$

For two lowering operators the same rule gives

$$[B_p,B_q]=\sum_nc_n^\dagger c_{n+p+q}-\sum_mc_m^\dagger c_{m+p+q}=0 .$$

Hence $b_p=B_p/\sqrt p$ obeys $[b_p,b_q^\dagger]=\delta_{pq}$ and $[b_p,b_q]=0$. These are oscillator commutators. Also $b_p|0\rangle=0$, since no electron of the filled sea has an empty level below it. Each term of $B_p^\dagger$ raises the energy by $p\Delta$, so $[H_0,b_p^\dagger]=p\Delta\,b_p^\dagger$. On all states built from $|0\rangle$ with the $b_p^\dagger$, therefore,

$$H_0=E_0+\sum_{p>0}p\Delta\,b_p^\dagger b_p .$$

Now sort $V=\sum_{nm}V_{nm}c_n^\dagger c_m$ by $|n-m|=p$. The terms with $n=m$ give $s\Delta$ times the electron number $N_e$, a constant for a sea of finite depth. The others give

$$\sum_{p>0}s\Delta\,r^{p/2}(B_p+B_p^\dagger)=\sum_{p>0}\lambda_p(b_p+b_p^\dagger),\qquad\lambda_p=s\Delta\sqrt p\,r^{p/2}.$$

Since $V$ contains nothing else, the evolution never leaves the states built from $|0\rangle$. The factor $\sqrt p$ records that $p$ different electron-hole pairs have energy $p\Delta$. Sudden creation of the hole is now a sudden constant force on a set of independent oscillators.

### (d) What is the amplitude $g(t)$?

Solve one forced oscillator, combine the modes, and let the metal become large.

**Solution.** For one mode of frequency $\omega$ and coupling $\lambda$ put $\beta=\lambda/\omega$ and $a=b+\beta$. Completing the square gives

$$\omega b^\dagger b+\lambda(b+b^\dagger)=\omega a^\dagger a-\frac{\lambda^2}{\omega}.$$

The original ground state obeys $a|0\rangle=\beta|0\rangle$. If it is expanded as $\sum_kC_k|k\rangle_a$ in the number states of the displaced oscillator, this reads $C_{k+1}\sqrt{k+1}=\beta C_k$, so $C_k=e^{-\beta^2/2}\beta^k/\sqrt{k!}$. The number of quanta created is Poisson distributed with mean $\beta^2$. Apart from the phase $e^{i\lambda^2t/\omega}$, the amplitude is

$$\sum_k e^{-\beta^2}\frac{\beta^{2k}}{k!}e^{-ik\omega t}=\exp\big[-\beta^2(1-e^{-i\omega t})\big].$$

Mode $p$ has $\beta_p^2=\lambda_p^2/(p\Delta)^2=s^2r^p/p$. Write $\alpha=s^2=(\delta/\pi)^2$. The amplitudes of independent modes multiply, and $\sum_{p>0}x^p/p=-\ln(1-x)$, so

$$g(t)=\exp\Big[-\alpha\sum_{p>0}\frac{r^p}{p}(1-e^{-ip\Delta t})\Big]=\Big[\frac{1-r}{1-re^{-i\Delta t}}\Big]^{\alpha}.$$

The phases left out make up the threshold shift,

$$E_{\min}-E_0=s\Delta N_e-\sum_{p>0}\frac{\lambda_p^2}{p\Delta}=s\Delta N_e-\alpha\Delta\frac{r}{1-r}.$$

For independent electrons the same amplitude is a determinant over the occupied levels, which can be evaluated without oscillators. For 400 levels, $\delta/\pi=0.30$, $\xi=6\Delta$ and four times between $0.05/\Delta$ and $2.5/\Delta$, the determinant and the oscillator result, threshold phase included, differ by at most $6.6\times10^{-12}$.

For a large metal, $\Delta\to0$ at fixed $t$ and $\xi$. Then $1-r\to\Delta/\xi$ and $1-re^{-i\Delta t}\to\Delta/\xi+i\Delta t$, so

$$g(t)=(1+i\xi t)^{-\alpha}.$$

The mean energy left in the metal is $\sum_p\beta_p^2\,p\Delta=\alpha\Delta r/(1-r)\to\alpha\xi$, which is finite. The mean number of quanta, $\sum_p\beta_p^2=-\alpha\ln(1-r)\to\alpha\ln(\xi/\Delta)$, grows without limit. The probability of creating none is $(1-r)^\alpha\to(\Delta/\xi)^\alpha$. Since $\Delta\propto1/R$, it vanishes as $R^{-\alpha}$. This is the orthogonality catastrophe, and it leaves an infinite metal with no sharp loss-free line.

An energy gap in the pair spectrum would remove the smallest $\omega$ from the sum. The mean number of quanta would stay finite, and a sharp line would survive. The power law therefore needs a gapless metal.

### (e) How do several channels combine, and what does screening require?

Find the total exponent, relate the phase shifts to the screening charge, and test the use of $\delta$ on a lattice.

**Solution.** In a spherical potential the Hamiltonian is a sum of commuting channel terms. The amplitudes multiply, and with a common cutoff the exponents add:

$$\alpha=\sum_j\Big(\frac{\delta_j}{\pi}\Big)^2 .$$

From $kR+\delta=n\pi$, the number of levels up to $k$ is $(kR+\delta)/\pi$. The potential therefore adds $\delta_j/\pi$ electrons per channel below the Fermi level, with $\delta_j$ followed continuously from the band bottom, where it is zero without a bound state. Complete screening of one hole gives the Friedel sum rule $\sum_j\delta_j/\pi=1$. For $N_c$ channels the Cauchy-Schwarz inequality yields

$$1=\Big(\sum_j\frac{\delta_j}\pi\Big)^2\le N_c\sum_j\Big(\frac{\delta_j}\pi\Big)^2,\qquad\text{so}\qquad\alpha\ge\frac1{N_c}.$$

Sharing the screening charge among more channels permits a smaller $\alpha$, and so a slower decay of $g(t)$.

For the test take a half-filled chain with hopping energy $-1$ and a potential $U=-0.70$ on its first site. In the bulk $E\psi_j=-\psi_{j-1}-\psi_{j+1}$, while the first site obeys $E\psi_1=-\psi_2+U\psi_1$. The two agree if $\psi_0=-U\psi_1$. With $\psi_j=\sin(kj+\delta)$ this is $\sin\delta=-U\sin(k+\delta)$. At half filling $k=\pi/2$, so $\tan\delta=-U$, $\delta=0.6107$ rad and $(\delta/\pi)^2=0.0378$.

The squared ground-state overlap of chains of 200 and 800 sites gives an exponent of 0.0376, and so does the decay of $|g(t)|$ on 300 sites. The weak-coupling estimate, potential times density of states squared, is $(0.70/\pi)^2=0.0496$ and does not fit. At fixed electron number the charge drawn towards the end site is taken evenly from the whole chain. On 800 sites the excess summed up to site $j$ is therefore divided by $1-j/800$; averaged over $j=41$ to $80$ it is 0.1944 electrons, equal to $\delta/\pi$ to the digits shown. On this curved band the phase shift thus controls both the exponent and the screening charge.

## Second half: from the amplitude to the measured line

The excess binding energy is $\varepsilon$, and $A(\varepsilon)=\frac1\pi\mathrm{Re}\int_0^\infty dt\,e^{i\varepsilon t}g(t)$. Screening gives $g(t)=(1+i\xi t)^{-\alpha}$, with pair cutoff $\xi$ and $\alpha=\sum_j(\delta_j/\pi)^2$ for phase shifts $\delta_j$. Each pair mode of energy $\omega$ acquires on average $\beta^2$ quanta. For a large metal, sums over modes become integrals, $\sum\beta^2\to\int d\omega\,(\alpha/\omega)e^{-\omega/\xi}$. Below, $0<\alpha<1$.

### (f) What is the lineshape when the hole has a finite lifetime?

The hole also decays, for example by an Auger process, into a broad continuum. Include this and evaluate the spectrum for energies well below $\xi$.

The sudden hole leaves the metal with the amplitude $g(t)=(1+i\xi t)^{-\alpha}$, whose exponent $\alpha$ is fixed by the phase shifts at the Fermi level. It remains to include the hole's finite lifetime, derive the lineshape and the intensity in a finite window, and assess temperature and other effects for a line like that of lead.

All numerical values are calculated from the stated model.
